# Irreversible second-layer nucleation on a circular island with a strong edge barrier: a program that tests the result

```python
"""
Result under test: the rate of the first irreversible second-layer nucleation
on a bare circular island with a strong edge barrier is
    rate = pi^2 F^2 R^5 b / (2 D).
F: deposited atoms per area and time; R: island radius; D: adatom diffusion
coefficient; b: barrier length, outward edge flux per length = D n(R) / b.
A = pi R^2 F is the arrival rate, tau = R b / (2 D) the residence time.
Lattice tests use a triangular lattice with spacing 1 and D = 1.
The master equation keeps zero, one and two adatoms; neighbours are a nucleus.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import solve_banded
from scipy.constants import k as k_boltzmann, e as e_charge

CELL = np.sqrt(3) / 2      # area per site, spacing 1
HOP = 2 / 3                # hop rate per direction that gives D = 1


def nucleation_rate(F, R, b, D):
    return np.pi**2 * F**2 * R**5 * b / (2 * D)


def mean_residence_radial(R, b, cells=2000):
    """Mean residence time (D = 1) from a finite-volume radial solution."""
    dr = R / cells
    faces = np.linspace(0, R, cells + 1)
    volume = np.pi * (faces[1:]**2 - faces[:-1]**2)
    link = 2 * np.pi * faces[1:-1] / dr
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += 2 * np.pi * R / (b + dr / 2)
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[1] = diagonal
    band[2, :-1] = -link
    density = solve_banded((1, 1), band, volume)   # unit flux
    return density @ volume / (np.pi * R**2)


def make_island(cut_radius):
    """Sites of a disc: neighbour table, outward bonds, free pairs, radius."""
    m = int(2 * cut_radius) + 2
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    x, y = (i + j / 2).ravel(), (j * CELL).ravel()
    keep = x**2 + y**2 <= cut_radius**2 + 1e-9
    x, y = x[keep], y[keep]
    dist2 = (x[:, None] - x)**2 + (y[:, None] - y)**2
    neighbours = (np.abs(dist2 - 1) < 1e-6).astype(float)
    outward = 6 - neighbours.sum(axis=1)
    free = dist2 > 1 + 1e-6
    return neighbours, outward, free, np.sqrt(len(x) * CELL / np.pi)


def escape_rates(outward, R, b):
    """Site escape rates whose total edge flux matches D n / b per length."""
    return outward / outward.sum() * 2 * np.pi * R / (b * CELL)


def walk_operator(neighbours, escape):
    return sp.csr_matrix(HOP * (np.diag(neighbours.sum(axis=1)) - neighbours)
                         + np.diag(escape))


def master_rate(island, escape, F):
    """Inverse mean time from the empty island to the first nucleus."""
    neighbours, outward, free, R = island
    n = len(outward)
    f = F * CELL
    H = walk_operator(neighbours, escape)
    one = sp.identity(n, format="csr")
    index = np.flatnonzero(free.ravel())
    first, second = index // n, index % n
    rows = np.arange(len(index))
    pair = (sp.kron(H, one) + sp.kron(one, H)).tocsr()[index][:, index]
    lose = sp.csr_matrix(
        (np.r_[escape[first], escape[second]],
         (np.r_[rows, rows], np.r_[second, first])), shape=(len(index), n))
    land = sp.csr_matrix((np.full(len(index), f), (first, rows)),
                         shape=(n, len(index)))
    system = sp.bmat([
        [sp.csr_matrix([[n * f]]), sp.csr_matrix(np.full((1, n), -f)), None],
        [sp.csr_matrix(-escape[:, None]), H + n * f * one, -land],
        [None, -lose, pair]], format="csc")
    times = spsolve(system, np.ones(system.shape[0]),
                    permc_spec="MMD_AT_PLUS_A")
    return 1 / times[0]


def pair_solve(H, source, free):
    """Conjugate gradients for two independent walkers, zero once they meet."""
    r = source * free
    x = np.zeros_like(r)
    p = r.copy()
    rr = start = np.vdot(r, r)
    for _ in range(3000):
        hp = H @ p
        q = (hp + hp.T) * free
        step = rr / np.vdot(p, q)
        x += step * p
        r -= step * q
        new = np.vdot(r, r)
        if new < 1e-13 * start:
            return x
        p = r + (new / rr) * p
        rr = new
    raise RuntimeError("pair problem did not converge")


def pair_loss(island, escape):
    """Probability that one atom of a random pair escapes before they meet."""
    neighbours, outward, free, R = island
    source = escape[:, None] + escape[None, :]
    return pair_solve(walk_operator(neighbours, escape), source, free).mean()


# --- residence time from the diffusion equation ---
for R, b in ((1.0, 0.5), (1.0, 3.0), (2.0, 40.0)):
    assert np.isclose(mean_residence_radial(R, b), R * b / 2 + R**2 / 8,
                      rtol=1e-4)

# --- nucleation rate from the lattice master equation ---
print("Master-equation rate / formula, strong barrier, A tau = 0.001:")
for cut, b in ((3, 1e4), (4, 1e4), (4, 4e4)):
    island = make_island(cut)
    R = island[3]
    F = 1e-3 / (np.pi * R**2 * R * b / 2)
    ratio = master_rate(island, escape_rates(island[1], R, b), F) \
        / nucleation_rate(F, R, b, 1)
    print(f"  R = {R:.3f} a, b = {b:.0f} a: ratio {ratio:.4f}")
    assert abs(ratio - 1) < 0.006   # occupancy and encounter terms remain

small = make_island(4)
R = small[3]
b = 1e4
F = 0.1 / (np.pi * R**2 * R * b / 2)
busy = master_rate(small, escape_rates(small[1], R, b), F) \
    / nucleation_rate(F, R, b, 1)
print(f"Same ratio at A tau = 0.1: {busy:.4f}; 1/(1+2 A tau) = {1/1.2:.4f}")
assert abs(busy * 1.2 - 1) < 0.006

b = 20 * R
F = 1e-3 / (np.pi * R**2 * R * b / 2)
escape = escape_rates(small[1], R, b)
moderate = master_rate(small, escape, F) / nucleation_rate(F, R, b, 1)
meet_small = 1 - pair_loss(small, escape)
print(f"Same ratio at b = 20 R, A tau = 0.001: {moderate:.4f}")
print(f"  encounter probability p there: {meet_small:.4f}")
print(f"  p times (1 + R/(4b)): {meet_small * (1 + R / (4 * b)):.4f}")
assert abs(moderate / (meet_small * (1 + R / (4 * b))) - 1) < 0.015
assert meet_small < 0.97            # the correction is really visible here

# --- uneven edge: the edge average of 1/b should control the rate ---
b = 1e4
escape = escape_rates(small[1], R, b)
uneven = escape.copy()
uneven[np.flatnonzero(small[1] > 0)[[0, 11]]] *= 50
b_mean = b * escape.sum() / uneven.sum()
F = 1e-3 / (np.pi * R**2 * R * b_mean / 2)
uneven_ratio = master_rate(small, uneven, F) / nucleation_rate(F, R, b_mean, 1)
print(f"Uneven edge, b lowered {b / b_mean:.2f}-fold by two weak sites:")
print(f"  master-equation rate / formula with averaged 1/b: {uneven_ratio:.4f}")
assert abs(uneven_ratio - 1) < 0.02

# --- worked example: regime of Pt(111) homoepitaxy, rough parameters ---
spacing, radius = 0.277, 4.0                     # nm
temperature, flux_ml = 300.0, 0.01               # K, monolayer/s
e_diff, e_edge, e_bond = 0.26, 0.20, 0.50        # eV
prefactor = 5e12                                 # 1/s, all directions together


def material(T, edge_barrier=e_edge):
    kt = k_boltzmann * T / e_charge
    hops = prefactor * np.exp(-e_diff / kt)
    return (kt, hops, hops * spacing**2 / 4,
            np.pi / 4 * spacing * np.exp(edge_barrier / kt))


kt, hops, D, b = material(temperature)
F = flux_ml / (CELL * spacing**2)
arrival = np.pi * radius**2 * F
tau = radius * b / (2 * D)
rate = nucleation_rate(F, radius, b, D)

big = make_island(radius / spacing)
R_lat, b_lat = big[3], b / spacing
bonds, bonds_formula = big[1].sum(), 8 * np.sqrt(3) * R_lat
assert abs(bonds / bonds_formula - 1) < 0.03     # lattice rounding of the rim

escape = escape_rates(big[1], R_lat, b_lat)
loss = pair_loss(big, escape)
closed = pair_solve(walk_operator(big[0], 0 * escape),
                    np.ones_like(big[0]), big[2])
t_random = closed.mean()
t_edge = (escape @ closed.mean(axis=1)) / escape.sum()
tau_lat = R_lat * b_lat / 2
odds, odds_formula = loss / (1 - loss), 2 * t_edge / tau_lat
assert abs(odds / odds_formula - 1) < 0.03
time_unit = spacing**2 / D                       # s

print("Example inputs (rough, regime of Pt(111) homoepitaxy):")
print(f"  spacing a = {spacing} nm, radius R = {radius} nm, "
      f"T = {temperature:.0f} K")
print(f"  diffusion barrier {e_diff:.2f} eV, extra edge barrier {e_edge:.2f} eV")
print(f"  hop prefactor {prefactor:.1e} 1/s, flux {flux_ml} monolayer/s")
print(f"kT = {kt:.5f} eV; total hop rate = {hops:.3e} 1/s")
print(f"F = {F:.4f} atoms/(nm^2 s)")
print(f"D = {D:.3e} nm^2/s")
print(f"b = {b:.1f} nm; b/R = {b / radius:.1f}")
print(f"Arrival rate A = {arrival:.3f} 1/s; mean interval = {1/arrival:.4f} s")
print(f"Residence time tau = {tau:.3e} s; A tau = {arrival * tau:.3e}")
print(f"Nucleation rate = {rate:.4e} 1/s; mean wait = {1 / rate:.1f} s")
print(f"Nuclei expected in one monolayer time, fixed R: {rate / flux_ml:.3f}")
print(f"Cut edge bonds: counted {bonds:.0f}, 8 sqrt(3) R/a = {bonds_formula:.1f}")
print(f"Meeting time, random start: {t_random * time_unit:.3e} s")
print(f"Meeting time, one atom at edge: {t_edge * time_unit:.3e} s")
print(f"Pair loss 1-p = {loss:.4f}; odds {odds:.4f}, "
      f"2 t_e/tau = {odds_formula:.4f}")
print(f"Mean-field overestimate tau/(2 t_m) = {tau_lat / (2 * t_random):.1f}")
corrected = rate * (1 - loss) * (1 + radius / (4 * b)) / (1 + 2 * arrival * tau)
print("Sizes of neglected effects:")
print(f"  double occupancy 2 A tau = {2 * arrival * tau:.2e}")
print(f"  density profile R/(4b) = {radius / (4 * b):.2e}")
print(f"  rate with these and pair loss = {corrected:.4e} 1/s")
weak = 0.9 + 0.1 * np.exp(0.10 / kt)
print(f"  10% of edge with barrier 0.10 eV lower: rate divided by {weak:.2f}")
print(f"    estimated pair-loss odds then: {odds * weak:.3f}")
print(f"  edge barrier changed by 0.05 eV: rate factor {np.exp(0.05 / kt):.2f}")
rim = (1 - spacing / (2 * radius))**4
print(f"  atoms within a/2 of the rim slide down: rate factor {rim:.3f}")
breakup = 2 * hops * np.exp(-e_bond / kt)
print(f"  dimer break-up, rough bond {e_bond:.2f} eV: {breakup:.2f} 1/s")
print(f"    estimated dimers lost before third arrival: "
      f"{breakup * loss / arrival:.2e}")
_, _, D_warm, b_warm = material(temperature + 10)
warm = nucleation_rate(F, radius, b_warm, D_warm) / rate
print(f"  temperature raised by 10 K: rate factor {warm:.3f}")
assert arrival * tau < 0.01 and loss < 0.1 and b > 50 * radius

print("finished without a failed check")
```

Running it gives:

```
Master-equation rate / formula, strong barrier, A tau = 0.001:
  R = 3.194 a, b = 10000 a: ratio 0.9976
  R = 4.101 a, b = 10000 a: ratio 0.9974
  R = 4.101 a, b = 40000 a: ratio 0.9978
Same ratio at A tau = 0.1: 0.8328; 1/(1+2 A tau) = 0.8333
Same ratio at b = 20 R, A tau = 0.001: 0.9294
  encounter probability p there: 0.9236
  p times (1 + R/(4b)): 0.9351
Uneven edge, b lowered 6.44-fold by two weak sites:
  master-equation rate / formula with averaged 1/b: 0.9999
Example inputs (rough, regime of Pt(111) homoepitaxy):
  spacing a = 0.277 nm, radius R = 4.0 nm, T = 300 K
  diffusion barrier 0.26 eV, extra edge barrier 0.20 eV
  hop prefactor 5.0e+12 1/s, flux 0.01 monolayer/s
kT = 0.02585 eV; total hop rate = 2.144e+08 1/s
F = 0.1505 atoms/(nm^2 s)
D = 4.112e+06 nm^2/s
b = 498.2 nm; b/R = 124.6
Arrival rate A = 7.564 1/s; mean interval = 0.1322 s
Residence time tau = 2.423e-04 s; A tau = 1.833e-03
Nucleation rate = 1.3866e-02 1/s; mean wait = 72.1 s
Nuclei expected in one monolayer time, fixed R: 1.387
Cut edge bonds: counted 198, 8 sqrt(3) R/a = 200.2
Meeting time, random start: 2.921e-06 s
Meeting time, one atom at edge: 3.018e-06 s
Pair loss 1-p = 0.0242; odds 0.0248, 2 t_e/tau = 0.0249
Mean-field overestimate tau/(2 t_m) = 41.5
Sizes of neglected effects:
  double occupancy 2 A tau = 3.67e-03
  density profile R/(4b) = 2.01e-03
  rate with these and pair loss = 1.3508e-02 1/s
  10% of edge with barrier 0.10 eV lower: rate divided by 5.69
    estimated pair-loss odds then: 0.141
  edge barrier changed by 0.05 eV: rate factor 6.92
  atoms within a/2 of the rim slide down: rate factor 0.869
  dimer break-up, rough bond 0.50 eV: 1.71 1/s
    estimated dimers lost before third arrival: 5.46e-03
  temperature raised by 10 K: rate factor 0.563
finished without a failed check
```
